# Sideways velocity of a Bloch electron in a weak electric field, part 2

When can a transport calculation keep the band energies and discard the eigenvectors? We seek the velocity, to first order in a weak uniform field $\mathbf E$, of an independent electron (charge $-e$, $e>0$, mass $m$) in a periodic potential $V$, without magnetic field or scattering. Units are eV, nm and fs, with fields in V/m.

The periodic part $|\psi\rangle$ of the wave function evolves under

$$H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V,\qquad \hbar\dot{\mathbf k}=-e\mathbf E(t),\qquad \hat{\mathbf v}=\frac1\hbar\frac{\partial H}{\partial\mathbf k}.$$

$H(\mathbf k)$ has orthonormal eigenvectors $|u_m\rangle$ and energies $\varepsilon_m$; as an index, $m$ labels bands. The electron starts in the isolated band $n$. Entry 7 chose phases with $\langle u_n|\partial_tu_n\rangle=0$ and wrote

$$|\psi\rangle=e^{-\frac i\hbar\int\varepsilon_n dt}\left[a_n|u_n\rangle+\sum_{m\neq n}b_m|u_m\rangle\right],$$

with $a_n=1$ to first order. For a field rising slowly from zero, with no oscillation near $\omega_m=(\varepsilon_m-\varepsilon_n)/\hbar$,

$$b_m=-\frac{\langle u_m|\partial_tu_n\rangle}{i\omega_m}=-\,\frac{i\hbar\,\langle u_m|\partial_tu_n\rangle}{\varepsilon_n-\varepsilon_m}.$$

**Example (Entries 2–6).** A triangular lattice, $a=0.50$ nm, has a zone corner at distance $K=4\pi/(3a)$ along $x$. Three plane waves $\mathbf q_\nu=K(\cos\theta_\nu,\sin\theta_\nu)$, $\theta_\nu=2\pi\nu/3$, $\nu=0,1,2$, are coupled by

$$V(\mathbf r)=2V_0\sum_{\nu}\cos(\mathbf G_\nu\cdot\mathbf r+\phi),\qquad \mathbf G_\nu=\mathbf q_{\nu+1}-\mathbf q_\nu,$$

with $V_0=0.20$ eV, $\phi=90^\circ$. The levels are $j=0,1,2$, counted modulo 3. The lowest, $j=2$, lies $\Delta_+=\sqrt3V_0$ below level $j+1$ (middle) and $\Delta_-=2\sqrt3V_0$ below $j-1$ (top). With $g=\hbar^2K/m$, $\partial H/\partial k_x$ and $\partial H/\partial k_y$ at the corner are $g\cos\theta$ and $g\sin\theta$, where

$$\langle j\pm1|\cos\theta|j\rangle=\frac12,\qquad \langle j\pm1|\sin\theta|j\rangle=\mp\frac i2.$$

A slowly applied field along $x$ gives $b_l=ieEg/(2\Delta_l^2)$ for upper level $l$, and (Entry 5)

$$v_y=-\frac{eE}{\hbar}\,S,\qquad S=\frac{g^2}{2}\left(\frac1{\Delta_+^2}-\frac1{\Delta_-^2}\right),$$

an area of $1.2735\ \mathrm{nm^2}$, equal to $g^2/(8V_0^2)$. For the inversion-symmetric case $\phi=180^\circ$, $S=0$. After sudden switching, $v_y$ oscillates about this steady value, peaking at $8/3$ of it.

### Entry 8. Derivatives of the eigenvectors

Write $\partial_a$ for $\partial/\partial k_a$, where $a$ and $b$ as subscripts denote Cartesian directions. Differentiate $H|u_n\rangle=\varepsilon_n|u_n\rangle$:

$$(\partial_aH)|u_n\rangle+H|\partial_au_n\rangle=(\partial_a\varepsilon_n)|u_n\rangle+\varepsilon_n|\partial_au_n\rangle .$$

Projection on $\langle u_n|$ cancels the second term on each side, since $\langle u_n|H=\varepsilon_n\langle u_n|$:

$$\langle u_n|\partial_aH|u_n\rangle=\partial_a\varepsilon_n .$$

Projection on $\langle u_m|$ with $m\neq n$ removes the first term on the right by orthogonality:

$$\langle u_m|\partial_aH|u_n\rangle=(\varepsilon_n-\varepsilon_m)\langle u_m|\partial_au_n\rangle .$$

The complex conjugate is the form needed below:

$$\langle u_n|\partial_aH|u_m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_au_n|u_m\rangle .$$

### Entry 9. The velocity in general

The mean velocity to first order is

$$v_a=\frac1\hbar\langle u_n|\partial_aH|u_n\rangle+\frac1\hbar\sum_{m\neq n}\left[\langle u_n|\partial_aH|u_m\rangle b_m+\text{c.c.}\right],$$

where c.c. means the complex conjugate. Insert the identities and the admixture. The energy difference from the velocity element cancels the denominator of $b_m$:

$$\langle u_n|\partial_aH|u_m\rangle b_m=-i\hbar\,\langle\partial_au_n|u_m\rangle\langle u_m|\partial_tu_n\rangle .$$

No gap is visible any longer, and the sum over $m$ can be done by completeness. The missing term $m=n$ is $\langle\partial_au_n|u_n\rangle\langle u_n|\partial_tu_n\rangle$. It vanishes in the phase choice of Entry 7. For any other choice it is a product of two imaginary numbers, hence real, and multiplied by $-i\hbar$ it cancels against its conjugate. It may therefore be added freely, and the phase choice is no longer needed:

$$v_a=\frac{\partial_a\varepsilon_n}\hbar-i\left[\langle\partial_au_n|\partial_tu_n\rangle-\langle\partial_tu_n|\partial_au_n\rangle\right].$$

The eigenvector depends on time through $\mathbf k$, so $\partial_t=\sum_b\dot k_b\partial_b$. Define

$$\Omega_{ab}=i\left[\langle\partial_au_n|\partial_bu_n\rangle-\langle\partial_bu_n|\partial_au_n\rangle\right].$$

Then $v_a=\partial_a\varepsilon_n/\hbar-\sum_b\Omega_{ab}\dot k_b$. The array $\Omega_{ab}$ is a curl. With the Berry connection $A_b=i\langle u_n|\partial_bu_n\rangle$,

$$\partial_aA_b-\partial_bA_a=i\left[\langle\partial_au_n|\partial_bu_n\rangle+\langle u_n|\partial_a\partial_bu_n\rangle-\langle\partial_bu_n|\partial_au_n\rangle-\langle u_n|\partial_b\partial_au_n\rangle\right],$$

and the second derivatives cancel, leaving $\Omega_{ab}$. The vector $\boldsymbol\Omega_n=\nabla_{\mathbf k}\times\mathbf A$ is the Berry curvature, with $\Omega_z=\Omega_{xy}$. For motion in the plane, $\sum_b\Omega_{xb}\dot k_b=\Omega_z\dot k_y$ and $\sum_b\Omega_{yb}\dot k_b=-\Omega_z\dot k_x$. These are the components of $\dot{\mathbf k}\times\boldsymbol\Omega_n$, and other directions follow by cyclic exchange. Hence

$$\mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon_n-\dot{\mathbf k}\times\boldsymbol\Omega_n .$$

With $\dot{\mathbf k}=-e\mathbf E/\hbar$ the two minus signs combine:

$$\boxed{\;\mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon_n+\frac e\hbar\,\mathbf E\times\boldsymbol\Omega_n\;}$$

The second term is the Karplus–Luttinger velocity. It is perpendicular to $\mathbf E$, so the field does no work through it. Energies and curvature are taken at the current $\mathbf k(t)$.

A change of phase $|u_n\rangle\to e^{i\chi(\mathbf k)}|u_n\rangle$ changes $\mathbf A$ into $\mathbf A-\nabla_{\mathbf k}\chi$. The curl of a gradient is zero, so $\boldsymbol\Omega_n$ and the velocity do not depend on the phases returned by a diagonalization routine.

A wave packet combines several starting values $\mathbf k_0$. The velocity operator has the lattice period and does not connect different ones, so the packet's mean velocity is the average of this formula over its distribution of $\mathbf k$. A packet narrow in $\mathbf k$ moves with the value at its centre.

### Entry 10. The area was a curvature

For a calculation it helps to put the velocity elements back. Inserting a complete set and the identities of Entry 8 into $\Omega_{xy}$ gives

$$\Omega_z=-2\,\mathrm{Im}\sum_{m\neq n}\frac{\langle u_n|\partial_xH|u_m\rangle\langle u_m|\partial_yH|u_n\rangle}{(\varepsilon_n-\varepsilon_m)^2},$$

because $i(Y-Y^*)=-2\,\mathrm{Im}\,Y$. At the corner the numerator for the level $j\pm1$ is $(g/2)(\mp ig/2)=\mp ig^2/4$. Each term is then $\pm g^2/(2\Delta_\pm^2)$, and the sum is $S$. The area of Entry 5 is the Berry curvature of the lowest band at the corner.

The curvature can also be found without the upper bands. The overlap of neighbouring eigenvectors is $\langle u(\mathbf k)|u(\mathbf k+\mathbf d)\rangle\approx1-i\mathbf A\cdot\mathbf d$. Multiplying overlaps anticlockwise around a small square gives the phase $-\oint\mathbf A\cdot d\mathbf k$, which by Stokes' theorem is $-\Omega_z$ times the area. Each eigenvector enters once as a bra and once as a ket, so arbitrary phases drop out. The numerical check compares this loop value with the three-wave formula, for all three levels.

### Entry 11. More plane waves, and motion followed in time

With 12 plane waves the curvature at the corner is $1.136\ \mathrm{nm^2}$, and 27 waves give the same value to the printed digits. The three-wave estimate is 12% above it. That is adequate for sign and size, but not for a quantitative result.

The band velocity at the corner is still zero. Turning the crystal by $120^\circ$ takes the corner to an equivalent one, so the energy slope there must be a vector unchanged by that turn, and only the zero vector is. To first order the whole velocity is sideways. At $10^6$ V/m along $x$,

$$v_y=-\,(1.5193\times10^{-3})(1.1362)\ \text{nm/fs}\approx-1726\ \text{m/s}.$$

For comparison, the time-dependent Schrödinger equation was solved with a smooth rise of the field and then a constant field, arriving at the corner at the final time. The velocity was read from the final state. It gives $v_y=-1726$ m/s, in agreement.

The same run gives $v_x=-9.4$ m/s, where the first-order formula predicts zero. This is 0.5% of the sideways speed. A velocity quadratic in the field is the natural candidate, but its scaling was not tested at this point.

It was tested at a second point, displaced from the corner by $(0.15,-0.10)\ \mathrm{nm^{-1}}$, with the field $40^\circ$ from the $x$ axis. The curvature there is $0.936\ \mathrm{nm^2}$. At $10^5$ V/m the anomalous speed is $1.5193\times10^{-4}\times0.936$ nm/fs, or 142.2 m/s. The cross product $\mathbf E\times\boldsymbol\Omega$ has components $(E_y\Omega_z,-E_x\Omega_z)$, so

$$142.2\,(\sin40^\circ,-\cos40^\circ)\ \text{m/s}\approx(91.4,\,-108.9)\ \text{m/s}.$$

The time evolution, after subtraction of the band velocity, gives $(91.4,-108.8)$ m/s. The admixtures $b_m$ differ from their first-order formula by 0.04% of their total norm. Raising the field from $5\times10^5$ to $10^6$ V/m multiplies the error of the velocity formula by 4.04. Doubling the field would multiply a quadratic error by 4, so the terms left out here are of second order, as the derivation requires.

### Entry 12. When the energies are enough

Two symmetries decide whether the eigenvectors can be discarded. The Hamiltonian used here is real in position space when $\mathbf k=0$, which expresses time reversal without spin. Conjugating $H(\mathbf k)$ gives $H(-\mathbf k)$, so one may choose $u_{-\mathbf k}=u_{\mathbf k}^*$. In $\mathbf A$ the conjugation and the reversed derivative each bring a minus sign. Hence $\mathbf A(-\mathbf k)=\mathbf A(\mathbf k)$, and its curl is odd:

$$\boldsymbol\Omega_n(-\mathbf k)=-\boldsymbol\Omega_n(\mathbf k)\qquad\text{(time reversal)}.$$

The computed values at the two opposite corners are $1.136$ and $-1.136\ \mathrm{nm^2}$. In the same field, electrons there drift to opposite sides.

If the potential has inversion symmetry, $u_{-\mathbf k}(\mathbf r)=u_{\mathbf k}(-\mathbf r)$ is allowed. Now only the derivative changes sign, so $\mathbf A$ is odd and its curl is even:

$$\boldsymbol\Omega_n(-\mathbf k)=\boldsymbol\Omega_n(\mathbf k)\qquad\text{(inversion)}.$$

With both symmetries the curvature of an isolated band equals its own negative and vanishes at every $\mathbf k$. This extends the limit found in Entry 5 for $\phi=180^\circ$, and the numerical check confirms it for that potential at one point away from the corner.

The decision at the start can now be made:

- With both symmetries, the energies suffice for the first-order velocity of an isolated band. This is a statement without spin. With spin-orbit coupling the two symmetries together make every band doubly degenerate, so no band is isolated, and the two partner states can carry nonzero curvatures of opposite sign.
- With time reversal alone, single electrons have a sideways velocity wherever the curvature is nonzero, as at the corners. An odd curvature still vanishes where $-\mathbf k$ is equivalent to $\mathbf k$, such as the zone centre. If $\mathbf k$ and $-\mathbf k$ are equally occupied, their contributions to the current from this term cancel. Eigenvectors can be needed when $\mathbf k$ and $-\mathbf k$ are unequally occupied, for example when the two corners are unequally filled, or when their currents are wanted separately. The field itself shifts the occupation, so the cancellation holds for the current to first order in the field and is not guaranteed at second order in general. In the present crystal a rigid shift of the equilibrium occupation $f$ gives nothing at linear order in the shift: the coefficient $\sum_{\mathbf k}\Omega_z\nabla_{\mathbf k}f$ is a vector unchanged by the $120^\circ$ turn, hence zero.
- Without time reversal the cancellation is not guaranteed, and in general the curvature must be computed. An exception is a crystal that keeps the product of inversion and time reversal: then $u_{\mathbf k}(\mathbf r)=u_{\mathbf k}^*(-\mathbf r)$ is allowed, $\mathbf A$ equals its own negative, and the curvature of an isolated band vanishes.

### Entry 13. Where the formula stops

The admixtures must be small. From Entry 7 this means

$$|e\mathbf E\cdot\langle u_m|\nabla_{\mathbf k}u_n\rangle|\ll|\varepsilon_m-\varepsilon_n| .$$

At the corner the three-wave matrix element to the middle level is 0.921 nm. At $10^6$ V/m the left side is $0.92$ meV, against a gap of 346 meV. The two would be equal near $0.3464/0.921\approx0.38$ V/nm, or $4\times10^8$ V/m, and the expansion is useless well before that.

The limit of a weak lattice shows the same boundary. In the three-wave model the curvature $g^2/(8V_0^2)$ grows without bound as $V_0\to0$, although a field gives a free electron no velocity across the field direction. There is no contradiction, because the admixture of the middle level, $eEg/(2\Delta_+^2)=eEg/(6V_0^2)$, grows as well. When it reaches 1 the formula would give

$$\frac{eE}{\hbar}\frac{g^2}{8V_0^2}=\frac{6}{8}\frac g\hbar=\frac34\frac{\hbar K}{m},$$

comparable to the speed of the plane waves themselves. The order of limits matters: the field must go to zero before the gap does. Where bands touch, the derivation does not apply. The electron need not stay in one band, and its state must be followed in all the bands that take part.

## Computed results

```
lattice constant: 0.50 nm
potential coefficient V0: 0.20 eV
potential phase phi: 90.0 degrees
field along x: 1.00e+06 V/m
corner wave number K: 8.3776 1/nm
kinetic energy at K: 2.6740 eV
hbar^2 K/m: 0.6384 eV nm
THREE PLANE WAVES AT K
level j=0 relative to kinetic energy: 0.0000 eV
level j=1 relative to kinetic energy: 0.3464 eV
level j=2 relative to kinetic energy: -0.3464 eV
lowest level has j=2
gap to middle level: 0.3464 eV
gap to top level: 0.6928 eV
|<middle|d/dkx lowest>|: 0.9214 nm
|<top|d/dkx lowest>|: 0.4607 nm
|amplitude b| of middle level: 0.002660
|amplitude b| of top level: 0.000665
curvature part from middle level: 1.6980 nm^2
curvature part from top level: -0.4245 nm^2
total curvature: 1.2735 nm^2
rate dkx/dt: -1.5193e-03 1/(nm fs)
vy part from middle level: -2579.7 m/s
vy part from top level: 644.9 m/s
total anomalous vy: -1934.8 m/s
LARGER BASIS AT K
plane waves: 12; check basis: 27
curvature at K: 1.1362 nm^2
curvature at K, check basis: 1.1362 nm^2
curvature at -K: -1.1362 nm^2
band speed at K: 0.00 m/s
vy from formula: -1726.2 m/s
vy from time evolution: -1726.4 m/s
vx from time evolution: -9.4 m/s
GENERAL POINT, OBLIQUE FIELD
kx - K: 0.15 1/nm
ky: -0.10 1/nm
field angle from x: 40.0 degrees
weak field: 1.00e+05 V/m
curvature: 0.9361 nm^2
extra vx, formula: 91.41 m/s
extra vx, evolution: 91.39 m/s
extra vy, formula: -108.94 m/s
extra vy, evolution: -108.84 m/s
relative error of amplitudes b: 0.00041
velocity error ratio, full/half field: 4.035
SUDDEN SWITCHING, THREE WAVES AT K
field: 1.00e+04 V/m
oscillation period: 11.94 fs
mean vy / anomalous vy: 1.0000
peak vy / anomalous vy: 2.6665
```
